# Newton-Raphson SCF and the energy maximum of minimal-basis H2: a program that tests the result

```python
"""Newton-Raphson SCF is attracted to nondegenerate stationary points of any kind.
System: H2, STO-3G, real closed shell, phi = cos(t) sigma_g + sin(t) sigma_u.
Result under test: E(t) = E0 + b cos(2t) + q cos(2t)^2, and the Newton map
t -> t - E'/E'' has basins around maxima as well as minima.  The immediate basin
of a symmetric stationary point c ends at the first e with E'(c+e) = 2 e E''(c+e).
t: orbital angle (rad); energies in aJ; bond lengths in pm.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf import gto

HARTREE = physical_constants["Hartree energy"][0] * 1e18   # aJ
BOHR = physical_constants["Bohr radius"][0] * 1e12         # pm
DEG = 180 / np.pi


class H2Curve:
    def __init__(self, bond):
        mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, bond / BOHR)]],
                    unit="Bohr", basis="sto-3g", verbose=0)
        s = mol.intor("int1e_ovlp")[0, 1]
        self.core = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) * HARTREE
        self.eri = mol.intor("int2e") * HARTREE
        self.nuc = HARTREE * BOHR / bond
        self.g = np.array([1, 1]) / np.sqrt(2 * (1 + s))
        self.u = np.array([1, -1]) / np.sqrt(2 * (1 - s))
        g, u = self.g, self.u

        def two(p, r, v, w):
            return np.einsum("ijkl,i,j,k,l", self.eri, p, r, v, w)
        self.hg, self.hu = g @ self.core @ g, u @ self.core @ u
        self.jgg, self.juu = two(g, g, g, g), two(u, u, u, u)
        self.jgu, self.k = two(g, g, u, u), two(g, u, g, u)
        self.b = self.hg - self.hu + (self.jgg - self.juu) / 2
        self.q = (self.jgg + self.juu - 2 * self.jgu - 4 * self.k) / 4
        self.e0 = (self.nuc + self.hg + self.hu + (self.jgg + self.juu) / 4
                   + (self.jgu + 2 * self.k) / 2)

    def energy(self, t):
        return self.e0 + self.b * np.cos(2*t) + self.q * np.cos(2*t)**2

    def d1(self, t):
        return -2 * self.b * np.sin(2*t) - 2 * self.q * np.sin(4*t)

    def d2(self, t):
        return -4 * self.b * np.cos(2*t) - 8 * self.q * np.cos(4*t)

    def d3(self, t):
        return 8 * self.b * np.sin(2*t) + 32 * self.q * np.sin(4*t)

    def d4(self, t):
        return 16 * self.b * np.cos(2*t) + 128 * self.q * np.cos(4*t)

    def newton(self, t):
        return t - self.d1(t) / self.d2(t)

    def direct(self, t):
        """Energy and Fock coupling from the atomic-orbital density matrix."""
        phi = np.cos(t) * self.g + np.sin(t) * self.u
        perp = -np.sin(t) * self.g + np.cos(t) * self.u
        dm = 2 * np.outer(phi, phi)
        coul = np.einsum("ijkl,kl->ij", self.eri, dm)
        exch = np.einsum("ikjl,kl->ij", self.eri, dm)
        fock = self.core + coul - exch / 2
        return self.nuc + np.sum(dm * (self.core + fock)) / 2, perp @ fock @ phi


def direct_derivatives(c, t, h=1e-3):
    lo, mid, hi = (c.direct(x)[0] for x in (t - h, t, t + h))
    return (hi - lo) / (2 * h), (hi - 2 * mid + lo) / h**2


def immediate_edge(c, center):
    def gap(e):
        return 2 * e * c.d2(center + e) - c.d1(center + e)
    e = np.linspace(1e-3, np.pi / 2, 4000)
    i = np.flatnonzero(np.sign(gap(e[1:])) != np.sign(gap(e[:-1])))[0]
    return brentq(gap, e[i], e[i + 1], xtol=1e-13)


def newton_outcomes(c, starts, interior=None):
    """0: t=0; 1: t=90 deg; 2: interior maximum; -1: not converged."""
    t = starts.copy()
    for _ in range(200):
        t = c.newton(t)
        t = t - np.pi * np.round(t / np.pi)
    label = np.full(len(t), -1)
    label[np.abs(np.sin(t)) < 1e-6] = 0
    label[np.abs(np.cos(t)) < 1e-6] = 1
    if interior is not None:
        label[np.abs(np.abs(t) - interior) < 1e-6] = 2
    return label


def trust_region(c, t, radius=0.2, largest=0.4):
    energies = [c.energy(t)]
    for count in range(200):
        slope, curv = c.d1(t), c.d2(t)
        if abs(slope) < 1e-8 and curv > 0:
            return t, count, energies
        if curv > 0 and abs(slope / curv) <= radius:
            step = -slope / curv
        else:
            step = -radius if slope > 0 else radius
        predicted = -(slope * step + curv * step**2 / 2)
        actual = c.energy(t) - c.energy(t + step)
        if actual >= 0.1 * predicted - 1e-13:
            t += step
            energies.append(c.energy(t))
            if actual > 0.75 * predicted and abs(step) > 0.99 * radius:
                radius = min(2 * radius, largest)
        else:
            radius = abs(step) / 4
    raise AssertionError("trust-region run did not converge")


near, far = H2Curve(74.0), H2Curve(200.0)
right = np.pi / 2

# Energy curve, derivatives and Fock coupling against the direct construction.
for c in (near, far):
    for t in (-1.1, 0.13, 0.47, 0.9, 1.4):
        e_dir, coupling = c.direct(t)
        s_dir, k_dir = direct_derivatives(c, t)
        assert abs(e_dir - c.energy(t)) < 1e-10
        assert abs(4 * coupling - c.d1(t)) < 1e-10
        assert abs(s_dir - c.d1(t)) < 2e-4 and abs(k_dir - c.d2(t)) < 2e-4
        h = 1e-3
        assert abs((c.d2(t+h) - c.d2(t-h)) / (2*h) - c.d3(t)) < 2e-3
        assert abs((c.d3(t+h) - c.d3(t-h)) / (2*h) - c.d4(t)) < 1e-2

# Number and kind of stationary points, located from the Fock coupling alone.
assert near.b < 0 and near.q < 0 and far.b < 0 and far.q < 0
t_star = np.arccos(-far.b / (2 * far.q)) / 2
scan = np.linspace(0.01, right - 0.01, 600)
for c, expected in ((near, []), (far, [t_star])):
    coup = np.array([c.direct(t)[1] for t in scan])
    idx = np.flatnonzero(coup[1:] * coup[:-1] < 0)
    roots = [brentq(lambda t: c.direct(t)[1], scan[i], scan[i+1]) for i in idx]
    assert len(roots) == len(expected)
    assert np.allclose(roots, expected, atol=1e-8)
assert direct_derivatives(near, 0)[1] > 0 > direct_derivatives(near, right)[1]
assert direct_derivatives(far, 0)[1] > 0 and direct_derivatives(far, right)[1] > 0
assert direct_derivatives(far, t_star)[1] < 0
switch = brentq(lambda r: direct_derivatives(H2Curve(r), right)[1], 74, 200)
at_switch = H2Curve(switch)
assert abs(at_switch.b - 2 * at_switch.q) < 1e-4

# Local error laws: cubic at symmetric points, quadratic at the interior maximum.
for c, center in ((near, 0.0), (near, right), (far, 0.0), (far, right)):
    e = 0.01
    law = c.d4(center) * e**3 / (3 * c.d2(center))
    assert abs((c.newton(center + e) - center) / law - 1) < 0.03
e = 1e-4
law = far.d3(t_star) * e**2 / (2 * far.d2(t_star))
assert abs((far.newton(t_star + e) - t_star) / law - 1) < 0.02

# Basin map; predicted immediate edges against actual outcomes.
n = 90000
starts = (np.arange(n) + 0.5) * right / n
maps, edges = {}, {}
for name, c, inner in (("near", near, None), ("far", far, t_star)):
    lab = newton_outcomes(c, starts, inner)
    e_low, e_high = immediate_edge(c, 0.0), immediate_edge(c, right)
    # By mirror symmetry about 90 deg the same width applies below it.
    maps[name], edges[name] = lab, (e_low, right - e_high)
    assert np.all(lab[starts < e_low] == 0)
    assert np.all(lab[starts > right - e_high] == 1)
    first_other = starts[np.flatnonzero(lab != 0)[0]]
    last_other = starts[np.flatnonzero(lab != 1)[-1]]
    assert 0 <= first_other - e_low < 0.1 / DEG
    assert 0 <= right - e_high - last_other < 0.1 / DEG
    assert np.mean(lab == -1) < 1e-3
low_edge, high_edge = edges["near"]
inflection = brentq(near.d2, 0, right)
assert low_edge < inflection
change = near.energy(near.newton(starts)) - near.energy(starts)
assert np.all(change[(starts > 0.01) & (starts < low_edge)] < 0)
assert np.all(change[(starts > high_edge) & (starts < right - 0.01)] > 0)

# Newton run from 60 degrees, repeated with direct finite-difference derivatives.
path = [np.pi / 3]
t_direct = path[0]
for _ in range(4):
    path.append(near.newton(path[-1]))
    slope, curv = direct_derivatives(near, t_direct)
    t_direct -= slope / curv
    assert abs(t_direct - path[-1]) < 1e-4
assert abs(path[-1] - right) < 1e-8

# Trust-region runs: energies never rise and every endpoint is a minimum.
tr_starts = (np.arange(360) + 0.5) * right / 360
tr_to_zero = {}
for name, c in (("near", near), ("far", far)):
    hits = 0
    for t0 in tr_starts:
        end, _, history = trust_region(c, t0)
        assert np.all(np.diff(history) < 1e-12)
        assert direct_derivatives(c, end)[1] > 0
        hits += abs(np.sin(end)) < 1e-6
    tr_to_zero[name] = hits / len(tr_starts)
assert tr_to_zero["near"] == 1.0
assert abs(np.sin(trust_region(near, right)[0])) < 1e-6
tr_end, tr_count, tr_hist = trust_region(near, np.pi / 3)

print("H2, STO-3G, real closed shell; bond length 74 pm")
for text, value in (("h_g", near.hg), ("h_u", near.hu), ("J_gg", near.jgg),
                    ("J_uu", near.juu), ("J_gu", near.jgu), ("K_gu", near.k),
                    ("nuclear repulsion", near.nuc), ("E0", near.e0),
                    ("b", near.b), ("q", near.q),
                    ("E at 0 deg", near.energy(0)),
                    ("E at 90 deg", near.energy(right))):
    print(f"{text} = {value:.4f} aJ")
print(f"E at 0 deg converted = {near.energy(0)/HARTREE:.5f} hartree")
print(f"E at 90 deg converted = {near.energy(right)/HARTREE:.5f} hartree")
print(f"E'' at 0 deg = {near.d2(0):.4f} aJ/rad^2")
print(f"E'' at 90 deg = {near.d2(right):.4f} aJ/rad^2")
print(f"inflection angle = {inflection*DEG:.3f} deg")
print(f"immediate basin of minimum: 0 to {low_edge*DEG:.3f} deg")
print(f"immediate basin of maximum: {high_edge*DEG:.3f} to 90 deg")
print(f"Newton starts per bond length = {n}")
print(f"share ending at minimum = {100*np.mean(maps['near']==0):.2f} %")
print(f"share ending at maximum = {100*np.mean(maps['near']==1):.2f} %")
print(f"starts not converged = {np.sum(maps['near']==-1)}")
for i, t in enumerate(path):
    print(f"Newton step {i}: angle {t*DEG:.6f} deg, E {near.energy(t):.6f} aJ")
print(f"first Newton run: E' at 60 deg = {near.d1(path[0]):.4f} aJ/rad")
print(f"first Newton run: E'' at 60 deg = {near.d2(path[0]):.4f} aJ/rad^2")
print(f"trust region from 60 deg: end |angle| {abs(tr_end)*DEG:.5f} deg, "
      f"{tr_count} trial steps, E {tr_hist[-1]:.6f} aJ")
print(f"bond length where 90 deg changes type = {switch:.2f} pm")
print("Stretched bond length 200 pm")
print(f"b = {far.b:.4f} aJ")
print(f"q = {far.q:.4f} aJ")
print(f"interior maximum angle = {t_star*DEG:.3f} deg")
for text, t in (("0 deg", 0.0), ("interior maximum", t_star), ("90 deg", right)):
    print(f"{text}: E {far.energy(t):.4f} aJ, E'' {far.d2(t):.4f} aJ/rad^2")
print(f"immediate basin of 0 deg: 0 to {edges['far'][0]*DEG:.3f} deg")
print(f"immediate basin of 90 deg: {edges['far'][1]*DEG:.3f} to 90 deg")
for k, text in ((0, "0 deg"), (2, "interior maximum"), (1, "90 deg")):
    print(f"Newton share ending at {text} = {100*np.mean(maps['far']==k):.2f} %")
print(f"starts not converged = {np.sum(maps['far']==-1)}")
print(f"trust-region starts per bond length = {len(tr_starts)}")
print(f"trust-region share ending at 0 deg, 74 pm = {100*tr_to_zero['near']:.1f} %")
print(f"trust-region share ending at 0 deg, 200 pm = {100*tr_to_zero['far']:.1f} %")
print("OK")
```

Running it gives:

```
H2, STO-3G, real closed shell; bond length 74 pm
h_g = -5.4641 aJ
h_u = -2.0712 aJ
J_gg = 2.9418 aJ
J_uu = 3.0416 aJ
J_gu = 2.8936 aJ
K_gu = 0.7900 aJ
nuclear repulsion = 3.1177 aJ
E0 = -0.6849 aJ
b = -3.4428 aJ
q = -0.7410 aJ
E at 0 deg = -4.8688 aJ
E at 90 deg = 2.0169 aJ
E at 0 deg converted = -1.11676 hartree
E at 90 deg converted = 0.46262 hartree
E'' at 0 deg = 19.6994 aJ/rad^2
E'' at 90 deg = -7.8434 aJ/rad^2
inflection angle = 35.236 deg
immediate basin of minimum: 0 to 25.170 deg
immediate basin of maximum: 41.832 to 90 deg
Newton starts per bond length = 90000
share ending at minimum = 33.76 %
share ending at maximum = 66.24 %
starts not converged = 0
Newton step 0: angle 60.000000 deg, E 0.851227 aJ
Newton step 1: angle 87.222031 deg, E 2.007669 aJ
Newton step 2: angle 89.989114 deg, E 2.016897 aJ
Newton step 3: angle 90.000000 deg, E 2.016897 aJ
Newton step 4: angle 90.000000 deg, E 2.016897 aJ
first Newton run: E' at 60 deg = 4.6797 aJ/rad
first Newton run: E'' at 60 deg = -9.8497 aJ/rad^2
trust region from 60 deg: end |angle| 0.00000 deg, 5 trial steps, E -4.868785 aJ
bond length where 90 deg changes type = 119.28 pm
Stretched bond length 200 pm
b = -0.5286 aJ
q = -1.1235 aJ
interior maximum angle = 51.803 deg
0 deg: E -3.4171 aJ, E'' 11.1029 aJ/rad^2
interior maximum: E -1.7028 aJ, E'' -8.4908 aJ/rad^2
90 deg: E -2.3598 aJ, E'' 6.8737 aJ/rad^2
immediate basin of 0 deg: 0 to 18.188 deg
immediate basin of 90 deg: 75.107 to 90 deg
Newton share ending at 0 deg = 26.05 %
Newton share ending at interior maximum = 50.64 %
Newton share ending at 90 deg = 23.31 %
starts not converged = 0
trust-region starts per bond length = 360
trust-region share ending at 0 deg, 74 pm = 100.0 %
trust-region share ending at 0 deg, 200 pm = 57.5 %
OK
```
